\section*{Why hot molecules attach electrons dissociatively: birthplace and survival of the anion}

\section{What heating changes}

\textbf{Q.} I heat the vibrations of a molecular gas, scan the electron beam over the same energies as before, and the negative-ion signal from dissociative attachment, integrated over the scan, rises by an order of magnitude. The added vibrational energy is small compared with the electron energy. Why is the response so large?

\textbf{A.} Because the electron can leave again. Capture puts the nuclei on a repulsive anion curve $V_d$. Until they pass the point where $V_d$ crosses the neutral curve $V_0$, the anion can autodetach. Its chance of surviving falls exponentially with the decay accumulated on the way out. A vibrating molecule is sometimes caught already stretched, with a shorter path through a region of smaller width. The Franck--Condon overlap says how often each birthplace occurs, and survival says how much it counts.

The effect is large when the stretched or outward-moving starts that heating adds survive so much more often that this outweighs their rarity. Most anions born from the ground level must then be lost, but that alone is not enough. If the accumulated decay varies too little across the vibrational distribution, the effect is small, and survival can even fall on heating.

\textbf{Q.} What model makes this quantitative?

\textbf{A.} Take one coordinate $x=R-R_e$, reduced mass $\mu$, neutral levels $E_v$ with real wave functions $\chi_v$, and electron energy $\varepsilon$, so that the total energy is $E=E_v+\varepsilon$. Let $V_{d\varepsilon}$ couple the anion state to energy-normalized electron waves. The golden rule gives
\begin{equation}
\Gamma=2\pi|V_{d\varepsilon}|^2,\qquad
\phi_v=\sqrt{\frac{\Gamma}{2\pi}}\,\chi_v ,
\end{equation}
where $\phi_v$ is the entry amplitude. Eliminating the electron continuum adds a complex term to the anion equation. Its real part is absorbed into $V_d$. In the local approximation its imaginary part is $-\pi|V_{d\varepsilon}|^2=-\Gamma/2$, a function of $x$ alone. The anion wave $\xi_v$ then obeys
\begin{equation}
\left(E-T-V_d+\frac{i\Gamma}{2}\right)\xi_v=\phi_v,\qquad
T=-\frac{\hbar^2}{2\mu}\frac{d^2}{dx^2},
\label{lcp}
\end{equation}
with $\xi_v\to A_v e^{iKx}$ at large $x$. The width vanishes beyond the crossing $x_c$, where the anion is electronically stable.

I assume a single $p$-wave channel with spin factor one, a harmonic neutral, no rotation, and Boltzmann vibrational populations. A local width does not give the correct threshold law for slow electrons, so I draw no conclusions near $\varepsilon=0$.

\textbf{Q.} How do you get a cross section from $A_v$?

\textbf{A.} By a ratio of fluxes. An energy-normalized radial electron wave is $\sqrt{2m/(\pi\hbar^2k)}\sin(kr+\delta)$. Its incoming half has squared amplitude $m/(2\pi\hbar^2k)$; multiplied by the speed $\hbar k/m$, this is a flux $1/(2\pi\hbar)$. The outgoing anion flux is $(\hbar K/\mu)|A_v|^2$. Hence
\begin{equation}
|S_v|^2=2\pi\frac{\hbar^2K}{\mu}|A_v|^2,\qquad
\sigma_v=\frac{\pi}{k^2}|S_v|^2 .
\label{cross}
\end{equation}

The loss can be traced in the same equation. Multiply (\ref{lcp}) by $\xi_v^*$, integrate, and take the imaginary part. The terms with $E$ and $V_d$ are real. Integrating the kinetic term by parts leaves a real integral and a boundary term, so
\begin{equation}
\frac{\hbar^2}{2\mu}\,\mathrm{Im}\,(\xi_v^*\xi_v')_\infty
+\frac12\int\Gamma|\xi_v|^2dx
=\mathrm{Im}\langle\xi_v|\phi_v\rangle .
\end{equation}
At large $x$, $\mathrm{Im}(\xi_v^*\xi_v')=K|A_v|^2$. Also $\mathrm{Im}\langle\xi_v|\phi_v\rangle=-\mathrm{Im}\langle\phi_v|\xi_v\rangle$. Multiplication by two gives
\begin{equation}
-2\,\mathrm{Im}\langle\phi_v|\xi_v\rangle
=\frac{\hbar^2K}{\mu}|A_v|^2+\int\Gamma|\xi_v|^2dx .
\end{equation}
What is formed either dissociates or autodetaches.

\section{Overlap or survival?}

\textbf{Q.} Could the whole effect be Franck--Condon overlap? Hot molecules have broader wave functions.

\textbf{A.} The answer depends on what is held fixed. First fix the total energy $E$. Let $\psi_E$ be the solution of the homogeneous form of (\ref{lcp}) that vanishes on the left, and $u_E$ the outgoing one. With $w=\psi_Eu_E'-\psi_E'u_E$, which is constant in $x$, the Green's function gives, to the right of the source,
\begin{equation}
\xi_v(x)=\frac{2\mu}{\hbar^2w}\,u_E(x)\int\psi_E(x')\phi_v(x')\,dx' .
\end{equation}
Only the integral depends on $v$. Therefore
\begin{equation}
\frac{|S_v(E)|^2}{|S_0(E)|^2}
=\left|\frac{\int\psi_E\phi_v\,dx}{\int\psi_E\phi_0\,dx}\right|^2 .
\label{fixed}
\end{equation}
At equal total energy the levels differ purely by overlap. The decay sits inside the common wave $\psi_E$, which is smaller at short distance because the anion must survive from there.

Now ask for the strength summed over energy. Define a packet $\Psi_v(0)=\sqrt{\Gamma}\,\chi_v$ that moves under $H=T+V_d-i\Gamma/2$. Since
\begin{equation}
(E-H)^{-1}=-\frac{i}{\hbar}\int_0^\infty e^{i(E-H)t/\hbar}\,dt ,
\end{equation}
the stationary wave is a Fourier transform of the packet:
\begin{equation}
\xi_v=-\frac{i}{\hbar\sqrt{2\pi}}\int_0^\infty e^{iEt/\hbar}\Psi_v(t)\,dt .
\end{equation}
Insert this into $|S_v|^2=2\pi(\hbar^2/\mu)\,\mathrm{Im}(\xi_v^*\xi_v')$ at a distant point. The two prefactors contribute $1/(2\pi\hbar^2)$, and Parseval's theorem contributes $2\pi\hbar$. Thus
\begin{align}
\int|S_v|^2dE
&=2\pi\,\frac{\hbar^2}{\mu}\,\frac{1}{2\pi\hbar^2}\,2\pi\hbar
\int\mathrm{Im}(\Psi_v^*\Psi_v')\,dt\nonumber\\
&=2\pi\int\frac{\hbar}{\mu}\,\mathrm{Im}(\Psi_v^*\Psi_v')\,dt
=2\pi M_v .
\label{sum}
\end{align}
The last time integral is the total norm that flows out, so $M_v$ is the surviving norm of the packet. It has the unit of energy because the packet starts with norm
\begin{equation}
\langle\Gamma\rangle_v=\int\Gamma\chi_v^2\,dx .
\end{equation}
If entry is kept but decay during the motion is removed, $M_v=\langle\Gamma\rangle_v$. This is a bookkeeping device, not a physical limit: entry and decay come from the same coupling, and without the decay $|S_v|^2$ can exceed one. Overlap alone then moves strength between energies, and its integral changes only as much as the mean width does. The ratio $P_v=M_v/\langle\Gamma\rangle_v$ is the survival fraction.

So overlap does matter at a chosen electron energy: heating can open a range that the ground level barely reaches, and there overlap alone can raise the signal by more than an order of magnitude. A large rise of the integrated strength at nearly constant $\langle\Gamma\rangle_v$ must come from survival.

\section{The exponential weight}

\textbf{Q.} Where does the exponential come from, and why does a small stretch matter?

\textbf{A.} Along a classical path the population $N$ decays as $dN/dt=-\Gamma N/\hbar$. Integration gives $e^{-\rho}$ with $\rho=\int\Gamma\,dt/\hbar$. For a start from rest at $x$, energy conservation fixes the speed, and
\begin{equation}
\rho(x)=\frac1\hbar\int_x^{x_c}
\frac{\Gamma(x')\,dx'}{\sqrt{2[V_d(x)-V_d(x')]/\mu}} .
\label{rho}
\end{equation}
When $\rho$ is large, a modest fractional reduction of it multiplies the survival many times.

\textbf{Q.} The nuclei are not at rest when the electron arrives. Does that matter?

\textbf{A.} Yes. Let $F=-V_d'$ be the outward force. A small inward momentum of size $|p|$ takes a time $|p|/F$ to stop and adds $\Gamma|p|/(\hbar F)$ to $\rho$; the shift of the turning point is of order $p^2$. An outward momentum saves the same amount at first order. Hence $\partial\rho/\partial p=-\Gamma/(\hbar F)$ at $p=0$. The exponential average favours the outward starts.

Position and momentum are combined through the Wigner function $W_v(x,p)$ of the neutral level. Replacing the Wigner function of the initial packet $\sqrt{\Gamma}\,\chi_v$ by $\Gamma W_v$, which is accurate when $\Gamma$ varies smoothly, and neglecting quantum corrections to the subsequent motion,
\begin{equation}
M_v\simeq\int W_v(x,p)\,\Gamma(x)\,e^{-\rho(x,p)}\,dx\,dp .
\label{wigner}
\end{equation}

\textbf{Q.} Can temperature be put in explicitly?

\textbf{A.} For a harmonic neutral it can. Let $\sigma_0=\sqrt{\hbar/(2\mu\omega)}$ be the ground-state rms displacement. Use $q=x/\sigma_0$ and $\pi_p=2\sigma_0p/\hbar$, which both have unit variance in the ground state. In level $v$ each variance is $2v+1$, so in thermal equilibrium it is
\begin{equation}
s=1+\frac{2}{e^{\hbar\omega/k_BT}-1}
=\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}
The thermal density matrix of a quadratic Hamiltonian is Gaussian, and so is its Wigner function. With $z=(q,\pi_p)$, expand about rest at $R_e$:
\begin{equation}
\ln\Gamma-\rho\simeq L_0+g^Tz+\tfrac12z^THz .
\end{equation}
The thermal average becomes
\begin{equation}
M_T\simeq\frac{e^{L_0}}{2\pi s}\int
\exp\left[-\tfrac12z^TBz+g^Tz\right]d^2z,\qquad
B=\frac{1-sH}{s}.
\end{equation}
Completing the square gives $2\pi(\det B)^{-1/2}\exp(\frac12g^TB^{-1}g)$ for the integral. In two dimensions $(\det B)^{-1/2}=s[\det(1-sH)]^{-1/2}$, and the factors $2\pi s$ cancel:
\begin{equation}
M_T\simeq\frac{e^{L_0}}{\sqrt{\det(1-sH)}}
\exp\left[\frac{s}{2}\,g^T(1-sH)^{-1}g\right].
\label{thermal}
\end{equation}
This needs $1-sH$ to be positive definite, and the important $z$ must stay where the expansion is accurate.

Two limits help. For $k_BT\ll\hbar\omega$, $s\simeq1+2e^{-\hbar\omega/k_BT}$: the signal settles on the zero-point value, and cooling further does nothing. For $k_BT\gg\hbar\omega$, $s\simeq2k_BT/\hbar\omega$. If $H$ could be neglected, $\ln M_T$ would then grow linearly with $T$. That growth cannot continue, because $e^{-\rho}\le1$ and entry stops at $x_c$.

\section{Numbers for one model}

\textbf{Q.} Show me a case.

\textbf{A.} I use round parameters that represent no particular molecule: $\mu=20$ u, $\hbar\omega=0.05$ eV, and, with $x$ in \AA,
\begin{equation}
V_d=2.5\,e^{-2x}\ \mathrm{eV},\qquad
\Gamma=0.16\,(V_d-V_0)^{3/2}\ \mathrm{eV},
\end{equation}
where the gap is in eV and $V_0=\frac12\mu\omega^2x^2$. The power $3/2$ is the $p$-wave behaviour $k^3$, with the gap as the local electron energy. The curves cross at $x_c=0.423$ \AA, about nine times $\sigma_0=0.0457$ \AA.

From rest at $R_e$, $\rho=11.5$ and $e^{-\rho}=1.0\times10^{-5}$. Below, $x_v$ is the outer turning point of the neutral level, $\rho_v$ is (\ref{rho}) from there, and $P_v$ is the quantum survival fraction. The last columns give the peak of $\sigma_v$.

\begin{center}
\begin{tabular}{cccccc}
$v$ & $x_v$ (\AA) & $\rho_v$ & $P_v$ & $\varepsilon$ (eV) & $\sigma_v$ ($10^{-20}$ m$^2$)\\
0 & 0.065 & 9.06 & $6.07\times10^{-5}$ & 2.17 & 0.00243\\
1 & 0.112 & 7.32 & $2.38\times10^{-4}$ & 1.99 & 0.0109\\
2 & 0.145 & 6.16 & $6.06\times10^{-4}$ & 1.84 & 0.0307\\
3 & 0.171 & 5.25 & $1.24\times10^{-3}$ & 1.70 & 0.0680\\
4 & 0.194 & 4.49 & $2.18\times10^{-3}$ & 1.58 & 0.130\\
5 & 0.214 & 3.84 & $3.46\times10^{-3}$ & 1.46 & 0.223
\end{tabular}
\end{center}

\textbf{Q.} How much of the rise from $v=0$ to $v=5$ is survival?

\textbf{A.} The peak cross section grows by $0.2228/0.002434=91.5$. The survival fraction grows by $3.455\times10^{-3}/6.071\times10^{-5}=56.9$. The entry strength $\langle\Gamma\rangle_v$ goes from 0.634 to 0.648 eV, a factor 1.02. The factor $1/k^2\propto1/\varepsilon$ supplies $2.17/1.46=1.49$. Their product is about 86. The remaining factor, 1.06, reflects the changed shape of $|S_v|^2$, since a peak is being compared with an integral.

The turning-point survival is a guide, not a substitute for $P_v$. For $v=5$ it is $e^{-3.84}=0.021$, six times $P_5$, because the molecule is often caught elsewhere in its vibration. The phase-space average (\ref{wigner}) includes those starts. It agrees with the quantum surviving norm within 2\% of the latter for $v=0$ to 5.

\textbf{Q.} And the pure-overlap statement at fixed total energy?

\textbf{A.} At $E=1.90$ eV the ratios $|S_v|^2/|S_0|^2$ are 8.1, 29.9 and 68.0 for $v=1,2,3$. A separately propagated $\psi_E$ reproduces them through (\ref{fixed}) within the 1\% tolerance of the test.

A rough reading comes from replacing $\psi_E$ by a spike at its classical turning point, $x_E=\frac12\ln(2.5/1.9)=0.137$ \AA, or $q=3.0$. For $v=1$ the harmonic density ratio is $q^2=9.0$, close to 8.1. For $v=3$ it is $(q^3-3q)^2/6=54$, against 68, so the spike is no more than an estimate.

\textbf{Q.} Now the heated gas. What happens between 300 and 1200 K?

\textbf{A.} The thermally averaged surviving norm, summed over the lowest 20 levels, rises from $6.13\times10^{-5}$ to $6.24\times10^{-4}$ eV, a factor 10.2; higher levels add about 0.1\% at 1200 K. Entry strength contributes a factor 1.006; survival contributes $9.78\times10^{-4}/9.67\times10^{-5}=10.1$. The ground-level population meanwhile falls from 0.855 to 0.383.

The rare hot levels carry much of the signal. Multiplying populations by $M_v=P_v\langle\Gamma\rangle_v$ shows that $v=0$ supplies
\begin{equation}
\frac{0.8554\times6.071\times10^{-5}\times0.6337}{6.129\times10^{-5}}=0.54
\end{equation}
of the norm at 300 K. At 1200 K the same product with population 0.3834 gives $1.475\times10^{-5}$ eV, or 2.4\% of the total. Summing through $v=5$ gives $3.33\times10^{-4}$ eV. Nearly half the norm therefore comes from $v\ge6$, although these levels hold only $e^{-6\hbar\omega/k_BT}=5.5\%$ of the molecules.

The peak of the thermal cross section moves from 2.07 to 1.48 eV and rises from $3.5\times10^{-23}$ to $3.0\times10^{-22}$ m$^2$, a factor 8.6. Removing the $1/\varepsilon$ gain, $2.07/1.48=1.40$, leaves 6.1 for the averaged $|S|^2$ at the peak. Its energy integral grows more, by 10.2, because the hot signal is spread more widely in electron energy. The scan-integrated signal $\int\sigma\,d\varepsilon$ is not this integral: it keeps the factor $1/\varepsilon$ and depends on the range scanned. It rises by about 14 for a scan from 0.3 to 4 eV and by about 7 for one from 1.5 to 4 eV.

One caution concerns that integral. Equation (\ref{sum}) runs over all $E$, including $E<E_v$, where no incident electron exists. For $v=0$ to 5, integrating from $E=0.30$ eV, which lies above all six levels, recovers the packet norm within the 2\% tolerance of the test. I have no such separate test for the higher levels.

\section{Where the explanation stops}

\textbf{Q.} Does the closed thermal formula give the factor of ten?

\textbf{A.} No. It works roughly for moderate heating and fails at 1200 K. The momentum gradient can be checked by hand. At $R_e$, $\Gamma=0.6325$ eV and $F=2\times2.5=5$ eV/\AA, so
\begin{equation}
g_p=\frac{\Gamma}{2F\sigma_0}
=\frac{0.6325}{2\times5\times0.0457}=1.38 .
\end{equation}
The position gradient is $g_q=1.61$. Both parts of phase space matter. The Hessian elements are $H_{qq}=-0.030$, $H_{qp}=-0.063$ and $H_{pp}=-0.191$.

From 300 to 600 K, (\ref{thermal}) predicts a rise of 3.36, while the quantum result is 2.66: an overestimate of 26\% relative to the latter. From 300 to 1200 K it predicts 28.6 instead of 10.2. The full phase-space average gives 10.3 there, so the culprit is the second-order expansion, not the classical picture.

Its weight is greatest at $z_*=s(1-sH)^{-1}g$. At 1200 K, $s=4.22$ and
\begin{equation}
1-sH=\begin{pmatrix}1.13&0.27\\0.27&1.81\end{pmatrix},
\qquad z_*\simeq(5.5,\,2.4).
\end{equation}
The position is $5.5\times0.0457=0.25$ \AA, more than halfway to the crossing. An expansion made at $R_e$ is being used far from $R_e$, and the terms it omits are no longer small. For hot gases use (\ref{wigner}) with the thermal Gaussian, or solve the quantum problem.

\textbf{Q.} Would every attaching molecule behave like this?

\textbf{A.} No. Lower the same anion curve by 2.2 eV, keeping its slope. The crossing moves to $x_c=0.059$ \AA, only 1.3 ground-state displacements from $R_e$. The survival fraction is 0.59 at 300 K and 0.37 at 1200 K: it falls.

At 300 K most anions already survived, so survival could have risen by a factor of 1.7 at most. Entry is confined to $x<x_c$, so a broader distribution cannot add births beyond the crossing. It does add births on the compressed side, where the path out is longer and the width larger. This comparison concerns survival alone; the cross section of such a molecule can still change through the entry strength and the energy distribution.

\textbf{Q.} What should I keep in mind when I compare this with my data?

\textbf{A.} Your signal averages $\sigma_v(\varepsilon)$ over both vibrational populations and electron energies. A beam fixed at 1.5 eV and a broad plasma electron distribution will therefore show different heating factors, even for the same molecule. If the vibrational populations are not Boltzmann, sum the separate $\sigma_v$ with the actual populations; a small excess in high levels can weigh heavily.

Near zero electron energy, or where the width depends strongly on electron energy, a nonlocal treatment is needed. Anharmonicity changes the high levels, which contribute strongly in the hot gas, and rotation changes both curves. The numerical factors above belong to this one-coordinate model. What carries over, when the crossing is far out and $\rho$ is large, is the mechanism: heating makes stretched and outward-moving starts more common, and survival gives those starts a disproportionate weight.

The numerical check computes the model values used here, apart from the two scan-integrated factors and the size of the 20-level truncation.

\section*{Computed values}
\begin{verbatim}
reduced mass 20.0 u; vibrational quantum 0.050 eV
anion: height 2.50 eV, decay 2.00 1/angstrom
width coefficient 0.16 eV^(-1/2)
ground rms displacement 0.0457 angstrom
crossing: x 0.4234 angstrom, energy 1.0720 eV
width at R_e 0.6325 eV
from rest at R_e: rho 11.514, survival 9.988e-06
v: outer turning x (angstrom), rho from rest there, exp(-rho)
0: 0.0647, 9.063, 1.158e-04
1: 0.1120, 7.318, 6.632e-04
2: 0.1446, 6.157, 2.118e-03
3: 0.1711, 5.247, 5.262e-03
4: 0.1940, 4.490, 1.122e-02
5: 0.2144, 3.842, 2.144e-02
v: entry (eV), quantum survival fraction, classical/quantum survived norm
0: 0.6337, 6.071e-05, 0.985
1: 0.6362, 2.381e-04, 0.987
2: 0.6389, 6.061e-04, 0.989
3: 0.6417, 1.235e-03, 0.991
4: 0.6446, 2.177e-03, 0.992
5: 0.6477, 3.455e-03, 0.993
v: peak electron energy (eV), peak DA cross section (1e-20 m^2)
0: 2.17, 2.434e-03
1: 1.99, 1.094e-02
2: 1.84, 3.068e-02
3: 1.70, 6.798e-02
4: 1.58, 1.297e-01
5: 1.46, 2.228e-01
fixed total energy 1.90 eV: |S_v|^2/|S_0|^2, v=1,2,3: 8.057, 29.946, 67.984
scaled gradient (position, momentum): 1.611, 1.384
scaled Hessian qq, qp, pp: -0.030, -0.063, -0.191
T (K): v=0 population, s, survival fraction, survived norm (eV)
300: 0.8554, 1.3380, 9.666e-05, 6.129e-05
600: 0.6198, 2.2269, 2.562e-04, 1.627e-04
1200: 0.3834, 4.2166, 9.783e-04, 6.242e-04
T (K): peak energy (eV), thermal peak cross section (1e-20 m^2)
300: 2.07, 3.462e-03
600: 1.84, 8.031e-03
1200: 1.48, 2.970e-02
rise 300 to 600 K: quantum 2.655, phase space 2.663, Gaussian 3.357
rise 300 to 1200 K: quantum 10.184, phase space 10.266, Gaussian 28.572
entry-only ratio, 1200 K / 300 K: 1.0063
lowered anion: shift -2.20 eV, crossing x 0.0592 angstrom
lowered anion survival fractions, 300 and 1200 K: 0.5883, 0.3739; ratio 0.6356
largest relative flux-balance error, v=0,1: 2.14e-08
\end{verbatim}
